# Why surfaces can add little resistance in c-axis films of layered metals

**Q.** Delafossites such as PdCoO2 conduct very well within their layers, and their in-plane mean free path can far exceed the thickness of a thin film. In an ordinary metal that would mean a large surface resistance. Why might a film grown with $c$ along its normal escape it?

**A.** Ask how far a carrier travels towards a surface before something in the bulk scatters it. That distance is $|v_z|\tau$, with $z$ along the film normal and $\tau$ the relaxation time. The long path you quote is $v_\parallel\tau$, measured within the layers. If the Fermi surface is nearly a cylinder along $k_z$, the two can be very different.

Since the velocity is the gradient of the energy, it is normal to the Fermi surface. For an axially symmetric sheet of radius $k_F(k_z)$, differentiate $E(k_F(k_z),k_z)=E_F$ with respect to $k_z$:

$$v_\parallel\frac{dk_F}{dk_z}+v_z=0,\qquad \frac{v_z}{v_\parallel}=-\frac{dk_F}{dk_z}.$$

The slope of the warping therefore sets the motion towards the surfaces.

**Q.** Can you make that quantitative with a simple band?

**A.** Take one open sheet, in Rydberg units ($\hbar=1$, electron mass $1/2$, $e^2=2$):

$$E=\frac{k_\parallel^2}{2m}-2t\cos(k_zc),\qquad 2t<E_F.$$

Here $c$ is the layer spacing and $t$ the hopping between layers. Differentiation gives

$$v_\parallel=\frac{k_\parallel}{m},\qquad v_z=v_m\sin(k_zc),\qquad v_m=2tc.$$

I choose round parameters, not fitted to PdCoO2: $E_F=0.2$ Ry, $m=0.625$, $c=12$ bohr, $t=0.001$ Ry and $\tau=2500\,\hbar/$Ry. The mean radius is $k_0=\sqrt{2mE_F}=0.5$ bohr$^{-1}$, so $v_\parallel\simeq k_0/m=0.8$, while $v_m=2(0.001)(12)=0.024$, both in Ry bohr$/\hbar$. The paths are

$$\lambda_\parallel=0.8\times2500=2000\ \text{bohr}\;(106\ \text{nm}),\qquad
\lambda_z=v_m\tau=60\ \text{bohr}\;(3.2\ \text{nm}).$$

A film of ten layers, 120 bohr or 6.35 nm, is much thinner than the first path but twice as thick as the second.

**Q.** Is a small warping amplitude enough to guarantee this?

**A.** No. From $k_F^2=2m(E_F+2t\cos k_zc)$, expansion to first order in $t/E_F$ gives $k_F\simeq k_0[1+(t/E_F)\cos k_zc]$. The relative amplitude is 0.5%, but the largest slope is $k_0c\,t/E_F=0.5\times12\times0.005=0.03$. Replace $\cos k_zc$ by $\cos3k_zc$ and the amplitude stays the same while the slope triples.

**Q.** What do the surfaces then do to the current? Assume they are rough.

**A.** Let the film occupy $0<z<d$, with a field $\mathcal E$ along $x$, in the layers. For carriers of charge $q$, write the deviation from the equilibrium distribution $f_0$ as

$$\delta f=\left(-\frac{\partial f_0}{\partial E}\right)q\mathcal E v_x\tau\,g(z),$$

so that $g=1$ in the bulk. The steady linear Boltzmann equation with constant $\tau$ is

$$v_z\frac{\partial\delta f}{\partial z}+q\mathcal E v_x\frac{\partial f_0}{\partial E}=-\frac{\delta f}{\tau}.$$

Dividing by $(-\partial f_0/\partial E)q\mathcal E v_x$ leaves $v_z\tau\,g'+g=1$. With $l=|v_z|\tau$, the solutions for upward and downward carriers are

$$g_+=1-Ae^{-z/l},\qquad g_-=1-Ae^{-(d-z)/l}.$$

The constant $A$ is the same for both because the two surfaces are alike. Let a fraction $p$ be reflected specularly, reversing $v_z$ and keeping $v_\parallel$. The diffusely reflected carriers have no net in-plane current. At $z=0$ this means $g_+=pg_-$, or

$$1-A=p\left(1-Ae^{-d/l}\right)\quad\Rightarrow\quad A=\frac{1-p}{1-pe^{-d/l}}.$$

Averaging $g_\pm$ over the thickness, with $\int_0^d e^{-z/l}dz=l(1-e^{-d/l})$ and $u=l/d$, gives the surviving fraction of the bulk current:

$$F_p(u)=1-\frac{(1-p)\,u\,(1-e^{-1/u})}{1-pe^{-1/u}}.$$

For fully rough surfaces, $p=0$ and $F_0(u)=1-u(1-e^{-1/u})$. The surface scattering need not be weak, but the surface is treated as a plane of zero thickness that acts only on carriers arriving at it. A carrier can lose its current memory at every encounter and still contribute well if encounters are rare within $\tau$.

**Q.** Carriers at different $k_z$ have different $v_z$. How do they combine?

**A.** At low temperature the conductivity is a Fermi-surface integral with weight $v_x^2\,dS/|v|$:

$$\sigma(d)=\frac{2e^2\tau}{(2\pi)^3}\int\frac{dS}{|v|}\,v_x^2F_p.$$

In cylindrical coordinates, $dS/|v|$ comes from $k_\parallel dk_\parallel\,d\phi\,dk_z\,\delta(E-E_F)$. Integrating over $k_\parallel$ gives $k_F/(k_F/m)=m$, so $dS/|v|=m\,d\phi\,dk_z$. Also $v_x^2=k_F^2\cos^2\phi/m^2$, and $\int_0^{2\pi}\cos^2\phi\,d\phi=\pi$. With $\theta=k_zc$,

$$\sigma(d)=\frac{e^2\tau}{4\pi^2m}\int k_F^2F_p\,dk_z
=\frac{e^2\tau}{2\pi^2c}\int_{-\pi}^{\pi}(E_F+2t\cos\theta)F_p\,d\theta.$$

The replacement $\theta\to\pi-\theta$ leaves $|\sin\theta|$, hence $F_p$, unchanged and reverses $\cos\theta$. The cosine term vanishes. Setting $F_p=1$ gives the bulk value $\sigma_0=e^2\tau E_F/(\pi c)$, and therefore

$$\frac{\sigma(d)}{\sigma_0}=\frac1\pi\int_0^\pi F_p\!\left(\frac{\lambda_z\sin\theta}{d}\right)d\theta.$$

The in-plane path has dropped out of the ratio. The carrier density is $n=(2/8\pi^3)\int\pi k_F^2dk_z=mE_F/(\pi c)$, so $\sigma_0=ne^2\tau/m$ as usual. Here $n=0.003316$ bohr$^{-3}$, and

$$\rho_0=\frac{0.625}{0.003316\times2\times2500}=0.0377\ \text{Rydberg units}=1.64\ \mu\Omega\,\text{cm}.$$

For $d=120$ bohr and $p=0$, the integral is 0.709. The film resistivity is $1.64/0.709=2.31\ \mu\Omega$ cm, or $1.41\rho_0$. If half the reflections are specular, the ratio falls to 1.18. With the third-harmonic warping and $p=0$ it rises to 2.29, although the amplitude is unchanged.

**Q.** How do I know that the normal velocity is responsible, and not some other property of the material?

**A.** Keep the same band, $\tau$, thickness and rough surfaces, but turn the crystal so that the normal lies in the layers. Let the current remain in the layers, perpendicular to that normal. The relevant velocity is now $v_\parallel|\sin\phi|$. At 120 bohr the resistivity becomes about $7.6\rho_0$, or $12.4\ \mu\Omega$ cm. The increase over bulk is $6.6/0.41\simeq16$ times that of the $c$-axis film.

Thick films show the contrast analytically. For $p=0$ and small $u$, $F_0\simeq1-u$. The $c$-axis average uses $\int_0^\pi\sin\theta\,d\theta/\pi=2/\pi$, so to first order

$$\frac{\rho}{\rho_0}\simeq1+\frac2\pi\frac{\lambda_z}{d}
=1+\frac2\pi\frac{v_m}{v_\parallel}\frac{\lambda_\parallel}{d}.$$

The coefficient of $\lambda_\parallel/d$ is $0.637\times0.03=0.0191$. For the rotated film, to leading order in the warping, it is

$$\frac{\int_0^{2\pi}\cos^2\phi\,|\sin\phi|\,d\phi}{\int_0^{2\pi}\cos^2\phi\,d\phi}
=\frac{4/3}{\pi}=0.424.$$

A spherical Fermi surface with the same path gives another comparison. Let $\mu$ be the cosine of the angle between velocity and normal. The azimuthal average of $v_x^2$ is proportional to $1-\mu^2$, and equal intervals of $\mu$ have equal surface area. Its coefficient is

$$\frac{\int_0^1(1-\mu^2)\mu\,d\mu}{\int_0^1(1-\mu^2)d\mu}
=\frac{1/4}{2/3}=\frac38.$$

At 120 bohr its resistivity is 6.79 times its bulk value. The cylinder has no advantage when turned the wrong way; here it does slightly worse than the sphere.

**Q.** If I improve the crystal and lengthen $\tau$, does the surface contribution grow?

**A.** In a thick film the relative contribution grows, but the added resistivity does not. Insert $\rho_0=m/(ne^2\tau)$ and $\lambda_z=v_m\tau$:

$$\rho-\rho_0\simeq\frac2\pi\frac{m}{ne^2\tau}\frac{v_m\tau}{d}
=\frac2\pi\frac{mv_m}{ne^2d}.$$

The two factors of $\tau$ cancel. At $d=24\,000$ bohr this expression gives $6.000\times10^{-5}$ Rydberg units. The full integral gives $6.010\times10^{-5}$, and $6.019\times10^{-5}$ after doubling $\tau$. The small excess is the next order: if $x=(2/\pi)\lambda_z/d$, inverting $\sigma/\sigma_0=1-x$ gives $\rho/\rho_0-1=x+x^2+\cdots$. For the original $\tau$, $x=0.0016$, which matches the 0.16% excess.

This suggests a measurement. Plot resistivity against $1/d$ for thick films at two values of $\tau$. Within this model the intercepts differ and the initial slopes agree, provided $p$ is the same for all the films and at both values of $\tau$, and the other scattering does not depend on thickness.

**Q.** And in a film thinner than $\lambda_z$?

**A.** Once $d$ is well below $\lambda_z$, most carriers reach a surface before bulk scattering, and the resistivity rises far above its bulk value. It still stays below that of the rotated film of the same thickness. Let $\delta=d/\lambda_z\ll1$ and $p=0$. By symmetry we need

$$I=\int_0^{\pi/2}F_0\!\left(\frac{\sin\theta}{\delta}\right)d\theta,\qquad \frac{\sigma}{\sigma_0}=\frac{2I}{\pi}.$$

Split the range at $\theta_0$, with $\delta\ll\theta_0\ll1$. Above $\theta_0$, $u$ is large. Expanding $e^{-1/u}$ to order $1/u^2$ gives $F_0\simeq1/(2u)$, so this part is

$$\frac\delta2\int_{\theta_0}^{\pi/2}\frac{d\theta}{\sin\theta}
=\frac\delta2\ln\cot\frac{\theta_0}{2}\simeq\frac\delta2\ln\frac2{\theta_0}.$$

Below $\theta_0$, set $\sin\theta\simeq\theta=\delta/y$ and $a=\delta/\theta_0\ll1$. Two integrations by parts give

$$\begin{aligned}
\delta\int_a^\infty\frac{y-1+e^{-y}}{y^3}dy
&=\delta\left[\frac{a-1+e^{-a}}{2a^2}+\frac12\int_a^\infty\frac{1-e^{-y}}{y^2}dy\right]\\
&=\delta\left[\frac{a-1+e^{-a}}{2a^2}+\frac{1-e^{-a}}{2a}+\frac12\int_a^\infty\frac{e^{-y}}{y}dy\right]\\
&\simeq\delta\left[\frac14+\frac12+\frac12(-\ln a-\gamma)\right].
\end{aligned}$$

The last integral is $-\ln a-\gamma$ for small $a$, where $\gamma\simeq0.577$ is Euler's constant. Since $-\ln a=\ln(\theta_0/\delta)$, adding the two parts removes $\theta_0$:

$$\frac{\sigma}{\sigma_0}\simeq\frac\delta\pi\left[\ln\frac2\delta+\frac32-\gamma\right].$$

The logarithm comes from the range $\delta\ll\theta\ll1$, where the integrand varies as $1/\theta$. These carriers do reach a surface before bulk scattering, but their small $|v_z|$ makes the crossing slow, so they carry current for longer. Those with $\theta\lesssim\delta$, which largely avoid the surfaces, add only to the constant beside the logarithm.

For example, make $\tau$ ten times longer in the 120-bohr film. Now $\lambda_z=600$ bohr and $\delta=0.2$. The formula gives $\sigma/\sigma_0\simeq0.205$, or $\rho/\rho_0\simeq4.87$; the full integral gives 4.86. Yet the resistivity has fallen from 2.31 to $0.80\ \mu\Omega$ cm. A large ratio to the bulk value does not by itself mean a poor conductor.

**Q.** Ten layers is very few. Can a Boltzmann calculation be trusted there?

**A.** It needs coherent motion between layers, $2t\tau\gg1$. Here $2t\tau=5$, so a quantum check is worthwhile. Treat the layers as a chain with Green function $G_{jj'}$ at complex energy $x+i\eta$, where $x=E_F-k_\parallel^2/2m$ and $\eta=1/(2\tau)$. Attach an identical absorbing crystal to each side. Carriers that leave the $N$ film layers are lost, which corresponds to $p=0$. This tests the Boltzmann treatment of motion between discrete layers when the surfaces absorb perfectly. It does not include the standing waves that form when real surfaces reflect part of the wave.

Short-range scattering gives no in-plane vertex correction. The Kubo formula contains $(\operatorname{Im}G_{jj'})^2=\frac12(|G_{jj'}|^2-\operatorname{Re}G_{jj'}^2)$. I keep the first term; the second contributes at relative order $1/(E_F\tau)=0.002$, up to a logarithm of the band width. The two-dimensional density of states is constant and $v_x^2$ averages to a multiple of $E_F-x$, so

$$\frac{\sigma_N}{\sigma_0}=\frac{\int dx\,(E_F-x)\,N^{-1}\sum_{j,j'\in\text{film}}|G_{jj'}|^2}
{\int dx\,(E_F-x)\sum_{j'=-\infty}^{\infty}|G_{jj'}|^2}.$$

For coherent motion $|G_{jj'}|^2$ decays as $e^{-|j-j'|c/l}$. Replacing the sums by integrals recovers the rough-surface result:

$$\begin{aligned}
\frac1d\int_0^d\!dz\int_0^d\!dz'\,\frac{e^{-|z-z'|/l}}{2l}
&=\frac1d\int_0^d\!dz\left[1-\frac{e^{-z/l}+e^{-(d-z)/l}}2\right]\\
&=1-\frac ld(1-e^{-d/l})=F_0.
\end{aligned}$$

For ten layers, with the integral limited to $|x|\le0.05$ Ry, the quantum ratio is 0.713, against 0.709 from Boltzmann; a wider range raises it by only about 0.001. With forty layers and four times the hopping, $d/\lambda_z$ is unchanged but $2t\tau=20$; the quantum ratio is then also 0.709.

**Q.** What if the layers are almost decoupled?

**A.** For $2t\tau\ll1$, a carrier seldom hops even once before it scatters. To lowest order, $|G_{jj}|^2=1/(x^2+\eta^2)$ and $|G_{j,j\pm1}|^2=t^2/(x^2+\eta^2)^2$. Over a range symmetric about $x=0$, the part of $E_F-x$ odd in $x$ integrates to zero. An edge layer therefore loses the fraction

$$\frac{\int dx\,t^2/(x^2+\eta^2)^2}{\int dx/(x^2+\eta^2)}
=\frac{\pi t^2/(2\eta^3)}{\pi/\eta}=\frac{t^2}{2\eta^2}=2t^2\tau^2.$$

Two edges shared among $N$ layers give a total loss $4t^2\tau^2/N$. For $t=10^{-5}$ Ry and $N=10$ this is $2.5\times10^{-4}$, as the matrix calculation confirms. The thick-film Boltzmann loss would be $(2/\pi)(2tc\tau)/(Nc)=3.2\times10^{-3}$, which is too large for these absorbing boundaries. In this regime the damage is confined to the outermost layers. The small value assumes that those layers are as clean as the interior. If roughness adds a scattering rate $\eta_s$ within them, each keeps only the fraction $\eta/(\eta+\eta_s)$ of its current, and the loss is $(2/N)\,\eta_s/(\eta+\eta_s)$, up to 20% for ten layers, however small $t$ is.

**Q.** Which parts of this carry over to a real delafossite film?

**A.** The axial band is a simplification, but the thick, rough-film argument is more general. With constant $\tau$ and diffusely reflected carriers that carry no net current,

$$\frac{\rho-\rho_0}{\rho_0}\simeq\frac{\tau}{d}\,
\frac{\int(dS/|v|)\,v_x^2|v_z|}{\int(dS/|v|)\,v_x^2}.$$

A faceted Fermi surface can be inserted here, provided symmetry prevents a field along $x$ from driving current along $y$ or along the normal. A threefold axis along the normal, as in a $c$-axis delafossite film, is sufficient. Without such a symmetry a transverse field can build up and change the result. For $p=0$ each state is solved separately, so no mirror partner is required. For $p>0$, my assumption that reflection keeps $v_\parallel$ must be checked against the real band.

The calculation covers a film of uniform thickness, apart from the fine roughness that makes its surfaces scatter diffusely, and a uniform interior. Grain boundaries, twins, thickness steps and disordered or chemically altered outer layers can add resistance that a small $v_z$ does not remove, so in a film of few layers $p=0$ is not an upper bound on the surface contribution. A low surface contribution is thus a possibility offered by the band structure and the film orientation, not a guarantee for every film. The numerical output gives the values for the other thicknesses, to within 1%; the largest error is in the thinnest rotated film, where the angular grid is coarse.

## Calculated quantities

```
Fermi energy: 0.200 Ry
in-plane mass (electron = 0.5): 0.625
layer spacing c: 12.0 bohr
hopping t: 0.0010 Ry
relaxation time: 2500 hbar/Ry
mean Fermi radius: 0.5000 1/bohr
radius warping amplitude: 0.00250 1/bohr
relative warping amplitude: 0.00500
in-plane velocity: 0.8000 Ry bohr/hbar
largest normal velocity: 0.0240 Ry bohr/hbar
velocity ratio: 0.0300
in-plane path: 2000.0 bohr = 105.84 nm
normal path: 60.0 bohr = 3.175 nm
carrier density: 0.003316 1/bohr^3
bulk resistivity: 0.037699 Rydberg units
bulk resistivity: 1.6391 micro-ohm cm
diffuse films, resistivity/bulk: c-axis, rotated, sphere
d = 60 bohr: 1.8602, 12.7307, 11.2548
d = 120 bohr: 1.4106, 7.5789, 6.7859
d = 240 bohr: 1.1872, 4.6839, 4.2440
d = 480 bohr: 1.0864, 3.0323, 2.7872
120 bohr in nm: 6.350 nm
c-axis film, 120 bohr: 2.3122 micro-ohm cm
rotated film, 120 bohr: 12.4229 micro-ohm cm
sphere/bulk conductivity, 120 bohr: 0.1474
c-axis/bulk conductivity, 120 bohr: 0.7089
thick coefficient, c-axis (normal path): 0.6366
thick coefficient, c-axis (in-plane path): 0.01910
thick coefficient, rotated: 0.4244
thick coefficient, sphere: 0.3750
added resistivity, d = 24000 bohr, tau: 6.0096e-05 Ryd. units
added resistivity, same d, 2 tau: 6.0192e-05 Ryd. units
added resistivity, formula: 6.0000e-05 Ryd. units
p = 0.5, 120 bohr, resistivity/bulk: 1.1792
third harmonic, 120 bohr, resistivity/bulk: 2.2868
10 tau, 120 bohr, resistivity/own bulk: 4.8622
10 tau, 120 bohr: 0.7970 micro-ohm cm
thin film d/normal path = 0.01: integral 0.019802
thin film, logarithmic formula: 0.019802
coherence number 2 t tau: 5.00
quantum conductivity ratio, 10 layers: 0.7132
quantum ratio, 40 layers, 4t: 0.7086
Boltzmann ratio for both: 0.7089
weak hopping: t = 1.0e-05 Ry, 2 t tau = 0.050
weak-hopping loss, 10 layers: 2.4970e-04
weak-hopping loss, formula: 2.5000e-04
```
